# The Chambers Path Integral and the Boltzmann Equation with Diffuse Walls

## From a narrow line to a path integral

In a metal line 20 nm wide, an electron with a bulk mean free path near 40 nm often meets a wall before it scatters inside the metal. The field then has less time to change its energy than it would in the bulk, and the resistivity rises. How much it rises can be found in two ways. One solves a differential equation for the occupation of each state, with a condition at the walls. The other follows each electron back to its last randomizing event and adds up the energy gained since then. The second way gives the Chambers integral. It is derived here from a count of carriers and then shown to be the unique bounded solution of the differential equation.

### The differential equation and its conditions

The carriers have charge \(-e\), with \(e>0\), band energy \(\varepsilon(\mathbf k)\) and velocity \(\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar\). The fields \(\mathbf E\) and \(\mathbf B\) are uniform and steady. Between collisions,

\[
\dot{\mathbf r}=\mathbf v,\qquad \hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B). \tag{1}
\]

In the relaxation-time model, a carrier is removed from its state at the rate \(1/\tau(\mathbf k)\), and the state is refilled at the rate \(f_0/\tau\), where \(f_0(\varepsilon)\) is the Fermi function. The steady occupation \(f(\mathbf r,\mathbf k)\) obeys

\[
\mathbf v\cdot\nabla_{\mathbf r}f-\frac e\hbar(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}. \tag{2}
\]

Write \(f=f_0+g\), with \(g\) of first order in \(\mathbf E\). Since \(\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon\), the magnetic force acting on \(f_0\) gives \((\mathbf v\times\mathbf B)\cdot\mathbf v=0\). The electric force acting on \(f_0\) gives \(-e\mathbf E\cdot\mathbf v\,\partial f_0/\partial\varepsilon\), which moves to the right-hand side with its sign reversed. The term \(\mathbf E\cdot\nabla_{\mathbf k}g\) is of second order and is dropped. Hence

\[
Dg+\frac g\tau=-e\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf E\cdot\mathbf v, \tag{3}
\]
\[
D\equiv\mathbf v\cdot\nabla_{\mathbf r}-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}. \tag{4}
\]

The operator \(D\) is the rate of change along a trajectory without the electric field.

A diffuse wall erases the memory of the carriers that strike it. Here it emits them with the distribution \(f_0\), so that

\[
g=0\quad\text{for carriers leaving a wall.} \tag{5}
\]

Nothing is prescribed for carriers arriving at a wall; their \(g\) is part of the solution.

Using the same \(f_0\) for the refilling and for the wall emission conserves particles only if

\[
\int\frac g\tau\,d^3k=0,\qquad \int v_n g\,d^3k=0\ \text{at each wall}, \tag{6}
\]

where \(v_n\) is the velocity component normal to the wall. A symmetry can guarantee both. Suppose that an operation leaves the body, the band, \(\tau\), \(\mathbf B\) and the position in the cross-section unchanged, keeps \(v_n\), and reverses \(\mathbf E\). Because \(g\) is linear in \(\mathbf E\), it takes opposite values at the two wave vectors that the operation connects, and both integrals cancel in pairs. For an isotropic film with \(\mathbf E\) in its plane and \(\mathbf B\) zero or normal to it, the operation is a half-turn about the normal. For a straight isotropic wire with \(\mathbf E\) along its axis and \(\mathbf B=0\), it is the mirror that reverses the axis.

### Counting carriers by their last randomizing event

Consider the carriers found at \((\mathbf r,\mathbf k)\) at time zero. Follow their common trajectory back to the wall that emitted them, at time \(-T\). If the trajectory never met a wall, \(T=\infty\). The probability of surviving from \(t'\) to zero without a collision is

\[
P(t')=\exp\left[-\int_{t'}^{0}\frac{ds}{\tau(\mathbf k(s))}\right],\qquad \frac{dP}{dt'}=\frac{P}{\tau}. \tag{7}
\]

The derivative is positive because a later start leaves less time for scattering.

The motion (1) preserves phase-space volume, so occupations are carried along trajectories without dilution. In the interval \(dt'\), collisions add \(f_0(\varepsilon(t'))\,dt'/\tau\) to the occupation, and a fraction \(P(t')\) of this survives. The wall contributes \(f_0(\varepsilon(-T))\), of which \(P(-T)\) survives. Therefore

\[
f=\int_{-T}^{0}\frac{P(t')}{\tau}f_0(\varepsilon(t'))\,dt'+P(-T)f_0(\varepsilon(-T)). \tag{8}
\]

If the trajectories include \(\mathbf E\), this expression solves (2) beyond linear response. When the end point advances along its trajectory, the new end of the integral adds \(f_0/\tau\), and every earlier contribution decays at the rate \(1/\tau\). The total rate of change is \((f_0-f)/\tau\), as (2) requires.

By (7), the weights in (8) add up to one:

\[
\int_{-T}^{0}\frac P\tau\,dt'+P(-T)=[1-P(-T)]+P(-T)=1. \tag{9}
\]

By (1), the band energy changes at the rate \(\hbar\mathbf v\cdot\dot{\mathbf k}=-e\mathbf E\cdot\mathbf v\). The energy gained between \(t'\) and zero is thus

\[
\Delta\varepsilon(t')=-e\int_{t'}^{0}\mathbf E\cdot\mathbf v(s)\,ds,\qquad \frac{d\Delta\varepsilon}{dt'}=+e\,\mathbf E\cdot\mathbf v(t'). \tag{10}
\]

The earlier energy was \(\varepsilon-\Delta\varepsilon\). For \(|\Delta\varepsilon|\ll k_BT_{\rm e}\), with \(T_{\rm e}\) the electron temperature,

\[
f_0(\varepsilon-\Delta\varepsilon)\simeq f_0(\varepsilon)+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\Delta\varepsilon. \tag{11}
\]

Insert (11) in (8). By (9), the zeroth-order terms add up to \(f_0(\varepsilon)\), which leaves

\[
g=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[\int_{-T}^{0}\frac{dP}{dt'}\Delta\varepsilon\,dt'+P(-T)\Delta\varepsilon(-T)\right]. \tag{12}
\]

Integrate by parts, using \(\Delta\varepsilon(0)=0\) and (10):

\[
\int_{-T}^{0}\frac{dP}{dt'}\Delta\varepsilon\,dt'
=-P(-T)\Delta\varepsilon(-T)-e\int_{-T}^{0}P\,\mathbf E\cdot\mathbf v\,dt'. \tag{13}
\]

The first term on the right cancels the wall term in (12). The result is the Chambers integral:

\[
\boxed{g=-e\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf E\cdot\boldsymbol\Lambda,\qquad
\boldsymbol\Lambda=\int_{-T}^{0}\mathbf v(t')P(t')\,dt'} \tag{14}
\]

Since \(\Delta\varepsilon\) is already of first order, the trajectory, \(T\) and \(P\) in (14) are evaluated without \(\mathbf E\). The magnetic field stays in the trajectory. The vector \(\boldsymbol\Lambda\) adds up the small steps of the past path, each weighted by the probability of surviving from that step to time zero. It is the mean displacement since the last randomizing event. The wall appears only in the lower limit, although its emission was counted in full.

### The integral satisfies the differential equation

Choose one trajectory without \(\mathbf E\) and label its points by a time \(\sigma\). Let the wall emission occur at \(\sigma_{\rm e}\). At the point labelled \(\sigma\), the time since emission is \(T=\sigma-\sigma_{\rm e}\). Moving the end point along the trajectory does not change the emission event, so

\[
DT=1. \tag{15}
\]

With \(s=\sigma+t'\), the integral in (14) becomes

\[
\boldsymbol\Lambda(\sigma)=\int_{\sigma_{\rm e}}^{\sigma}\mathbf v(s)
\exp\left[-\int_s^{\sigma}\frac{du}{\tau(u)}\right]ds. \tag{16}
\]

Differentiate with respect to \(\sigma\). At the upper limit the exponential is one, which gives \(\mathbf v(\sigma)\). The lower limit is fixed and gives nothing. The derivative of the exponential brings down \(-1/\tau(\sigma)\), which does not depend on \(s\). Thus

\[
D\boldsymbol\Lambda=\mathbf v-\frac{\boldsymbol\Lambda}{\tau}. \tag{17}
\]

The band energy is constant along this trajectory, because \(D\varepsilon=-e(\mathbf v\times\mathbf B)\cdot\mathbf v=0\). Hence \(D(\partial f_0/\partial\varepsilon)=0\). Multiplying (17) by \(-e(-\partial f_0/\partial\varepsilon)\mathbf E\) gives (3). For a carrier just leaving a wall, \(T\to0\), the integration range closes, and (5) follows.

For \(\mathbf B=0\) the role of the lower limit can be seen in ordinary derivatives. The velocity and \(\tau\) are then constant along the path, and

\[
\boldsymbol\Lambda=\mathbf v\int_{-T}^{0}e^{t'/\tau}dt'=\mathbf v\tau\left(1-e^{-T/\tau}\right). \tag{18}
\]

Using \(\mathbf v\cdot\nabla_{\mathbf r}T=1\), we find \(\mathbf v\cdot\nabla_{\mathbf r}\boldsymbol\Lambda=\mathbf v e^{-T/\tau}\). Adding \(\boldsymbol\Lambda/\tau=\mathbf v-\mathbf v e^{-T/\tau}\) gives \(\mathbf v\). The exponential left by the wall cancels because \(T\) depends on position.

Equations (15) and (17) were also tested by taking separate derivatives in position and wave vector of numerically traced trajectories, with anisotropic mass and scattering and a tilted magnetic field. In scaled units, in which the velocity is of order one, both residuals are about \(4\times10^{-8}\).

### There is no other bounded solution

Let \(g_1\) and \(g_2\) both satisfy (3) and (5). Their difference \(h\) has no source, so \(Dh=-h/\tau\), and along a trajectory

\[
h(\sigma)=h(\sigma_0)\exp\left[-\int_{\sigma_0}^{\sigma}\frac{du}{\tau(u)}\right]. \tag{19}
\]

If the trajectory left a wall, let \(\sigma_0\) approach the emission time. Then \(h(\sigma_0)\to0\) and \(h\) vanishes along the whole trajectory. If it never met a wall, suppose that \(|h|\le M\) and \(\tau\le\tau_{\max}\). Then \(|h(\sigma)|\le M e^{-(\sigma-\sigma_0)/\tau_{\max}}\), which tends to zero as \(\sigma_0\to-\infty\). The differential problem and the path integral are therefore equivalent for bounded solutions.

Equation (3) is to be read along trajectories. Two neighbouring trajectories may come from different walls, or one may graze a wall that the other misses. Then \(T\) or its slope can change abruptly from one to the other, and the separate partial derivatives in (4) need not exist there. The derivative along each trajectory still does.

### Conductivity of a film

Take a degenerate free-electron metal with constant \(\tau\), density \(n\), Fermi speed \(v\) and mean free path \(\lambda=v\tau\). The current density is \(-e\) times the sum of \(\mathbf v g\) over states. With (14), the two factors \(-e\) give \(e^2\), and \(-\partial f_0/\partial\varepsilon\) selects the Fermi surface, whose density of states is \(3n/(mv^2)\) with both spins. With a bar for the average over the cross-section and angle brackets for the average over directions,

\[
\sigma_{ij}=\frac{3ne^2}{mv^2}\overline{\langle v_i\Lambda_j\rangle},\qquad
\frac{\sigma_{ij}}{\sigma_0}=\frac{3}{v^2\tau}\overline{\langle v_i\Lambda_j\rangle}. \tag{20}
\]

In the bulk, \(\boldsymbol\Lambda=\mathbf v\tau\) and \(\langle v_x^2\rangle=v^2/3\), which gives \(\sigma_0=ne^2\tau/m\).

Let the film occupy \(0<z<d\), with \(\mathbf B\) along \(+z\). Define \(\omega_c=eB/m\), \(\beta=1+i\omega_c\tau\), \(\kappa=d/\lambda\) and \(u=|v_z|/v\). Equation (1) without \(\mathbf E\) gives \(\dot v_x=-\omega_cv_y\) and \(\dot v_y=\omega_cv_x\), so \(v_+=v_x+iv_y\) obeys \(\dot v_+=i\omega_cv_+\). At a time \(s\) in the past it was \(v_+e^{-i\omega_cs}\), and

\[
\Lambda_x+i\Lambda_y=v_+\int_0^T e^{-\beta s/\tau}ds=v_+\tau A,\qquad
A=\frac{1-e^{-\beta T/\tau}}{\beta}. \tag{21}
\]

Put \(v_+=v\sqrt{1-u^2}\,e^{i\phi}\). The real part of (21) is \(\Lambda_x=v\tau\sqrt{1-u^2}\,(\cos\phi\,{\rm Re}A-\sin\phi\,{\rm Im}A)\). Multiplying by \(v_x\) or \(v_y\) and averaging over \(\phi\) leaves \({\rm Re}A/2\) or \(-{\rm Im}A/2\). For carriers moving up, \(T/\tau=z/(\lambda u)\), and the average over the thickness is

\[
\frac1d\int_0^d e^{-\beta z/(\lambda u)}dz=\frac{u}{\kappa\beta}\left(1-e^{-\kappa\beta/u}\right). \tag{22}
\]

Carriers moving down give the same average with \(z\) replaced by \(d-z\). Equation (20) then yields \(\sigma_{xx}/\sigma_0={\rm Re}F\) and \(\sigma_{yx}/\sigma_0=-{\rm Im}F\). Using \(\tfrac32\int_0^1(1-u^2)du=1\),

\[
F=\frac1\beta\left[1-\frac{3}{2\kappa\beta}\int_0^1(u-u^3)
\left(1-e^{-\kappa\beta/u}\right)du\right]. \tag{23}
\]

At \(B=0\) this has two simple limits. In a thick film the exponential is negligible and \(\int_0^1(u-u^3)du=1/4\), so \(\sigma_{xx}/\sigma_0\simeq1-3/(8\kappa)\). In a thin film, write (23) as

\[
\frac{\sigma_{xx}}{\sigma_0}=\frac32\int_0^1(1-u^2)\left[1-\frac u\kappa\left(1-e^{-\kappa/u}\right)\right]du. \tag{24}
\]

For \(u\gg\kappa\) the bracket is close to \(\kappa/(2u)\). The range \(\kappa<u<1\) then gives the leading logarithm \((3\kappa/4)\ln(1/\kappa)\). Each decade of \(u\) in this range contributes about equally, so carriers moving at small angles to the walls take over only gradually as \(\kappa\to0\): at \(\kappa=0.01\), those with \(u<0.1\) carry about 65% of the current. The logarithm is also approached slowly; at \(\kappa=0.01\) it gives 0.0345, while (24) gives 0.0378.

An electric field normal to the film gives a case in which refilling and wall emission with the same fixed \(f_0\) do not conserve particles. With \(\mathbf E\) along \(z\), the relevant angular average is

\[
\frac{\langle\Lambda_z\rangle}{v\tau}=\frac12\int_0^1u\left[e^{-(d-z)/(\lambda u)}-e^{-z/(\lambda u)}\right]du. \tag{25}
\]

For \(d=\lambda\) and \(z=d/4\) it is \(-0.085\), not zero, so (6) is violated. The local chemical potential and the self-consistent field must then be found together with \(g\).

### Conductivity of a rectangular line

Let the line run along \(x\), with width \(w\), height \(h\) and \(\mathbf B=0\). A carrier moves at an angle \(\theta\) to the axis, and its motion projected on the cross-section makes an angle \(\phi\) with the width. By symmetry both angles can be restricted to \((0,\pi/2)\). If the projected distance back to the wall is \(\ell\), the full distance is \(\ell/\sin\theta\), and the survival factor is \(e^{-a\ell}\) with \(a=1/(\lambda\sin\theta)\).

Set \(c=\cos\phi\) and \(q=\sin\phi\). Points with \(\ell>t\) fill a rectangle of area \((w-ct)(h-qt)\), up to \(t_m=\min(w/c,h/q)\), where the area vanishes. Minus its derivative is the area per unit \(\ell\), so the averaged survival factor is

\[
S=\frac1{wh}\int_0^{t_m}e^{-at}\left[ch+qw-2cqt\right]dt. \tag{26}
\]

The elementary integrals of \(e^{-at}\) and \(te^{-at}\) give

\[
S=\frac1{wh}\left[(ch+qw)\frac{1-e^{-at_m}}a-2cq\frac{1-(1+at_m)e^{-at_m}}{a^2}\right]. \tag{27}
\]

Equations (18) and (20), with \(v_x=v\cos\theta\), lead to

\[
\frac{\sigma}{\sigma_0}=\frac6\pi\int_0^{\pi/2}d\phi\int_0^{\pi/2}d\theta\,
\cos^2\theta\sin\theta\,(1-S). \tag{28}
\]

For a line much wider and higher than \(\lambda\), the leading term of (27) is \(S\simeq\lambda\sin\theta\,(c/w+q/h)\). Since \(\int_0^{\pi/2}\cos^2\theta\sin^2\theta\,d\theta=\pi/16\), and \(c\) and \(q\) each integrate to one over \(\phi\),

\[
\frac{\sigma}{\sigma_0}\simeq1-\frac{3\lambda}{8}\left(\frac1w+\frac1h\right). \tag{29}
\]

As \(h\to\infty\), this becomes the thick-film result with \(d=w\). To this order, the two pairs of walls act additively.

### A 20 nm film and a 20 nm by 40 nm line

Take the round model parameters \(n=8\times10^{28}\ \mathrm{m^{-3}}\) and \(\tau=25\) fs. They do not represent a particular metal. The Fermi wave number is \((3\pi^2n)^{1/3}=13.33\ \mathrm{nm^{-1}}\), and the Fermi speed is \(1.543\times10^6\) m/s. Hence

\[
\lambda=(1.543\times10^6\ \mathrm{m/s})(25\times10^{-15}\ \mathrm s)=38.6\ \mathrm{nm}. \tag{30}
\]

The bulk resistivity \(m/(ne^2\tau)\) is 1.77 µΩ cm.

In the middle of a 20 nm film, a carrier moving at 45° to the normal left the wall \(10/\cos45^\circ=14.1\) nm back along its path. By (18), its response to the field is \(1-e^{-14.14/38.58}=0.307\) of the bulk value.

For the whole film, \(\kappa=20/38.58=0.518\), and (23) gives \(\sigma/\sigma_0=0.530\). The resistivity is \(1.774/0.5304=3.345\) µΩ cm. The thick-film formula would give \(1-0.375/0.518=0.28\), far too low, because \(\kappa\) is not large.

For the line, (28) gives \(\sigma/\sigma_0=0.424\) and a resistivity of \(1.774/0.4236=4.19\) µΩ cm. This is 2.4 times the bulk value and 25% above that of the film. The added pair of walls matters although the height slightly exceeds the mean free path. Equation (29) would give a negative conductivity here, which shows that it cannot be used at this size.

The conductivity ratios of the film and the line were tested against direct solutions of (3) that use no path integral. The film values agree to the five decimals shown in the numerical output. For the line, a first-order grid gives 0.42478 with 80 cells per side and 0.42420 with 160. Extrapolation to zero cell size gives 0.42363, equal to the path result at the printed precision.

A field of 10 T normal to the film gives \(\omega_c\tau=0.044\), \(\sigma_{xx}/\sigma_0=0.53007\) and \(\sigma_{yx}/\sigma_0=0.01291\). If the total transverse current through the thickness is zero, inverting the thickness-averaged conductivity tensor gives

\[
\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{yx}^2}
=\frac1{\sigma_{xx}}\,\frac1{1+(\sigma_{yx}/\sigma_{xx})^2}. \tag{31}
\]

The fall of \(\sigma_{xx}\) from 0.53042 raises \(\rho_{xx}\) by \(6.65\times10^{-4}\) of its zero-field value when unrounded conductivities are used. The Hall factor lowers it by \((0.01291/0.53007)^2=5.9\times10^{-4}\). The two nearly cancel, and the net relative rise is \(7\times10^{-5}\). In the bulk, \(F=1/\beta\), so \(\sigma_{xx}^2+\sigma_{yx}^2=\sigma_0^2/|\beta|^2=\sigma_0\sigma_{xx}\), and the cancellation is complete. The small remainder in the film is therefore due to its walls.

The resistivities contain a spherical Fermi surface, one constant relaxation time and fully diffuse walls. Grain boundaries, partly specular reflection and changes of cross-section along the line are left out, so the numbers describe this model and do not predict the resistivity of a real interconnect.

## Computed values

```
TESTS (scaled units, dimensionless)
Residual of equation for Lambda: 4.2e-08
Residual of D T = 1: 4.1e-08
Time since wall T at test point: 0.43643
Residual, finite electric field: 5.6e-09
Weak-field slope, event counting: -0.638449
Weak-field slope, Chambers: -0.638450
Mean Lambda_x, off centre: -3.0e-18
Mean Lambda_z, off centre: -0.0850
Mean Lambda_z, closed form: -0.0850
Film test: kappa = 0.5, omega tau = 0.8
sigma_xx/sigma0, path formula: 0.43583
sigma_xx/sigma0, direct solve: 0.43583
sigma_yx/sigma0, path formula: 0.18274
sigma_yx/sigma0, direct solve: 0.18274
WORKED EXAMPLE
Electron density: 8.0e+28 m^-3
Relaxation time: 25.0 fs
Fermi wave number: 13.330 nm^-1
Fermi speed: 1.5432e+06 m/s
Mean free path: 38.58 nm
Bulk resistivity: 1.774 microohm cm
Film thickness and line width: 20.0 nm
Line height: 40.0 nm
kappa = thickness/mean free path: 0.5184
Mid-film, 45 deg, distance back: 14.14 nm
Mid-film, 45 deg, path factor: 0.3069
Film sigma/sigma0, path formula: 0.53042
Film sigma/sigma0, direct solve: 0.53042
Film resistivity: 3.345 microohm cm
Line sigma/sigma0, path formula: 0.42363
Line sigma/sigma0, grid 80: 0.42478
Line sigma/sigma0, grid 160: 0.42420
Line sigma/sigma0, extrapolated: 0.42363
Line resistivity: 4.188 microohm cm
Very tall line sigma/sigma0: 0.53036
Normal magnetic field: 10.0 T
omega_c tau: 0.04397
Film sigma_xx/sigma0 in field: 0.530069
Film sigma_yx/sigma0 in field: 0.012909
Film relative change of rho_xx: 7.212e-05
```
